# Why a positive initial spreading coefficient does not guarantee complete wetting

A drop of a light oil is placed on clean water. It spreads quickly, as if it meant to cover the whole surface. Some time later the oil has drawn back into lenses, and the water between them looks bare. If the oil lowered the energy by spreading, why did it not stay spread?

The belief at stake rests on the initial spreading coefficient

$$S_i=\gamma_{w0}-\gamma_o-\gamma_{ow},$$

where $\gamma_{w0}$, $\gamma_o$ and $\gamma_{ow}$ are the tensions of clean water, of oil and of the oil–water interface. Covering unit area of clean water with a thick oil layer removes $\gamma_{w0}$ and creates $\gamma_o+\gamma_{ow}$, so the energy changes by $-S_i$. If $S_i>0$, the thick layer has the lower energy, and complete wetting seems to follow.

The energy balance is correct, but it compares only two states. Oil can also reach the water surface through the vapour or through solution in the water, and form an adsorbed film far thinner than the layer. The thick layer must compete with that state too.

## The third state

Let the temperature be fixed and the vapour ideal, with relative oil pressure $x=p/p_{\rm sat}$. The chemical potential of the oil, measured from bulk oil, is then $kT\ln x$. Let $\Gamma$ be the number of oil molecules adsorbed per area, with the dividing surface placed so that the excess of water vanishes. With $v$ the volume per oil molecule, $h=\Gamma v$ is an equivalent film thickness, which may be less than a molecular diameter.

Let $W(h)$ be the free energy per area of a film, measured from that of a thick film. Then

$$W(\infty)=0,\qquad W(0)=\gamma_{w0}-(\gamma_o+\gamma_{ow})=S_i .$$

Drawing $h/v$ molecules from a reservoir at $kT\ln x$ instead of from bulk oil costs $-(kT/v)h\ln x$, which is positive for $x<1$. The surface chooses the thickness of lowest energy, so its tension is

$$\gamma_w(x)=\gamma_o+\gamma_{ow}+\min_h\left[W(h)-\frac{kT}{v}h\ln x\right].$$

At saturation, $x=1$ and the last term vanishes. With $\gamma_w^*=\gamma_w(1)$, the equilibrium spreading coefficient is

$$S_{\rm eq}=\gamma_w^*-\gamma_o-\gamma_{ow}=\min_h W(h)\le W(\infty)=0 .$$

An equilibrium spreading coefficient therefore cannot be positive. Complete wetting means $S_{\rm eq}=0$, with the minimum at infinite thickness. If $W$ is negative at some finite thickness, a film of finite thickness wins, whatever the sign of $S_i$.

The initial coefficient still carries information. The bare surface is among the competing states, so $S_{\rm eq}\le W(0)=S_i$, and $S_i<0$ rules out complete wetting. A non-negative $S_i$ is necessary but not sufficient.

This assumes that $\gamma_o$ and $\gamma_{ow}$ already have their saturated values. If saturation changes them by $\Delta\gamma_o$ and $\Delta\gamma_{ow}$, those changes must be subtracted from $S_i$ before the comparison.

## How adsorption lowers the water tension

When $x$ changes, the optimal $h$ changes too. At a minimum, however, the derivative with respect to $h$ is zero, so only the explicit dependence on $\ln x$ contributes:

$$\frac{d\gamma_w}{d\ln x}=-\frac{kT}{v}h=-kT\,\Gamma .$$

This is Gibbs' adsorption law. Integrating from the clean surface to saturation gives the film pressure

$$\pi_e=\gamma_{w0}-\gamma_w^*=kT\int_0^1\Gamma\,\frac{dx}{x}=S_i-S_{\rm eq}.$$

Oil dissolved in the water is not a separate correction here. In equilibrium it has the same chemical potential as the vapour, and its effect on the surface is contained in $\Gamma$.

## A film with numbers

To see the competition at work, take the model

$$W(h)=e^{-h/\lambda}\left[S_i-\frac{kT}{v}h\ln\left(1+\frac dh\right)\right]-\frac{A}{12\pi}\frac{h}{(h+a)^3}.$$

The lengths $\lambda$, $d$ and $a$ set the short-range part, and $A$ is the Hamaker constant. At large $h$ the exponential dies and $W\to-A/(12\pi h^2)$. For $A>0$ this tail is negative, which by itself excludes complete wetting.

At small $h$ the film should be a dilute two-dimensional gas. To first order, apart from the logarithm,

$$W\simeq S_i-\frac{S_i}{\lambda}h-\frac{kT}{v}h\ln\frac dh-\frac{A}{12\pi a^3}h .$$

Setting the derivative of $W-(kT/v)h\ln x$ to zero, and using $d[h\ln(d/h)]/dh=\ln(d/h)-1$, gives

$$\ln\frac hd+1-c=\ln x,\qquad c=\frac{v}{kT}\left(\frac{S_i}{\lambda}+\frac{A}{12\pi a^3}\right).$$

Thus $h=d\,x\,e^{c-1}$. Since $\Gamma\propto x$, the Gibbs integral gives a film pressure $\Gamma kT$, as it should.

Choose tensions of 71, 28 and 35 mN/m for water, oil and interface, so that $S_i=71-28-35=+8$ mN/m. Take $T=298.15$ K, $v=0.15$ nm³, $A=10^{-20}$ J, $\lambda=0.30$ nm, $a=0.15$ nm and $d=0.80$ nm. Then $kT/v=27.44$ MPa. Numerical minimization over $h$ gives

| $x$ | $h$ (nm) | $\gamma_w$ (mN/m) |
|---|---|---|
| 0.01 | 0.019 | 70.0 |
| 0.10 | 0.051 | 68.0 |
| 0.50 | 0.123 | 64.5 |
| 0.90 | 0.232 | 61.9 |
| 1.00 | 0.287 | 61.1 |

All entries in the table lie far outside the dilute limit. Here $c=3.84$, so the dilute law reads $h=13.6\,x$ nm. It holds to about 2% at $x=10^{-5}$, but at $x=0.01$ it would give 0.136 nm instead of 0.019 nm.

At saturation the two parts of $W$ can be evaluated by hand. Because 1 MPa nm equals 1 mN/m, the bracket is $8-27.44(0.2873)\ln(3.785)=-2.49$ mN/m. The exponential factor is 0.384, so the short-range part is $-0.96$ mN/m. The van der Waals part is $-0.91$ mN/m. Together,

$$S_{\rm eq}=-1.87\ \text{mN/m}.$$

Numerical integration of the isotherm over $\ln x$ gives $\pi_e=9.87$ mN/m, and indeed $8.00-9.87=-1.87$ mN/m. The adsorbed film has more than used up the initial advantage of spreading.

The film pressure reaches 8 mN/m at $x=0.73$. If a thick oil layer meets a water surface with less adsorbed oil than this, the tensions favour its advance; with more, they favour retreat. This accounts for spreading followed by retraction if adsorption lags behind the first motion. It does not predict the rate.

## The shape of the lens

Let a small lens have rim radius $r$, upper and lower cap heights $t_1,t_2$, and edge angles $\alpha,\beta$ above and below the water level. Neglect gravity within it. A spherical cap has area $\pi(r^2+t^2)$ and volume $\pi t(3r^2+t^2)/6$. Relative to filmed water, the energy is

$$E=\pi\left[-S_{\rm eq}r^2+\gamma_ot_1^2+\gamma_{ow}t_2^2\right].$$

Minimize $E-PV$, where the multiplier $P$ is the excess pressure in the lens. The derivatives with respect to $t_1$, $t_2$ and $r^2$ give

$$P=\frac{4\gamma_ot_1}{r^2+t_1^2}=\frac{4\gamma_{ow}t_2}{r^2+t_2^2},\qquad -S_{\rm eq}=\frac P2(t_1+t_2).$$

For a spherical cap $\tan(\alpha/2)=t_1/r$, hence $\sin\alpha=2rt_1/(r^2+t_1^2)$ and $\sin^2(\alpha/2)=t_1^2/(r^2+t_1^2)$; the same holds for $\beta$ and $t_2$. The first equality becomes $\gamma_o\sin\alpha=\gamma_{ow}\sin\beta$. Inserting the two forms of $P$ in the last equation gives

$$-S_{\rm eq}=\gamma_o(1-\cos\alpha)+\gamma_{ow}(1-\cos\beta),$$

or $\gamma_w^*=\gamma_o\cos\alpha+\gamma_{ow}\cos\beta$. These are the two force balances of Neumann's triangle. Eliminating $\beta$ by squaring and adding,

$$\cos\alpha=\frac{\gamma_w^{*2}+\gamma_o^2-\gamma_{ow}^2}{2\gamma_w^*\gamma_o}.$$

With $\gamma_w^*=61.13$ mN/m this is 0.963, so $\alpha=15.7^\circ$; the sine balance gives $\beta=12.5^\circ$. A lens of 0.1 µL has a rim radius of 0.64 mm and a central thickness of 0.16 mm. Gravity leaves these two lengths unchanged to the digits shown, but the weight of the lens tilts the water at the rim by about $0.1^\circ$, so the angles to the horizontal become $15.6^\circ$ and $12.6^\circ$.

With the clean-water tension the same formula gives $\cos\alpha=1.16$, and no such angle exists. The energy equation shows why: its right side cannot be negative, whereas $-S_i=-8$ mN/m. The lens has no resting shape on clean water, but it has one on filmed water.

On a rigid solid there is no lower cap. Setting $t_2=0$ leaves $-S_{\rm eq}=\gamma_o(1-\cos\theta)$, or $\cos\theta=1+S_{\rm eq}/\gamma_o$. The same $S_{\rm eq}$ and oil tension would give $\theta=21^\circ$.

## The same initial coefficient, with complete wetting

Now keep $S_i$, the three tensions, $\lambda$ and $a$, but take $A=-10^{-20}$ J and $d=0.10$ nm. Since $h\ln(1+d/h)<d$, the bracket in $W$ exceeds $8-27.44(0.10)=5.26$ mN/m. The van der Waals term is also positive, so $W>0$ at every finite thickness and $S_{\rm eq}=0$.

Near saturation $W\simeq|A|/(12\pi h^2)$, and minimizing $W-(kT/v)h\ln x$ gives

$$h\simeq\left(\frac{|A|v}{6\pi kT|\ln x|}\right)^{1/3}.$$

Minimization with the full $W$ gives 1.4, 5.6 and 26.6 nm at $1-x=10^{-2}$, $10^{-4}$ and $10^{-6}$. In this model the film grows without limit as $x\to1$. Two systems with $S_i=+8$ mN/m thus end in opposite states, so $S_i$ alone cannot decide between them.

## When gravity covers the dish

Enough oil will cover any dish, even when $S_{\rm eq}<0$. Suppose a flat layer of thickness $h$ has its lower face at depth $s$. Its gravitational energy per area, including the displaced water, is

$$\rho_og\left(\frac{h^2}{2}-hs\right)+\frac{\rho_wgs^2}{2}.$$

The minimum is at $s=\rho_oh/\rho_w$, which leaves $\tilde\rho gh^2/2$ with $\tilde\rho=\rho_o(1-\rho_o/\rho_w)$. For densities of 880 and 1000 kg/m³, $\tilde\rho=105.6$ kg/m³.

Let oil of mean depth $H$ gather into a wide pool of thickness $e$, covering a fraction $H/e$ of the dish. Neglecting the pool's edge and the oil in the film, the energy per area is

$$S_{\rm eq}+H\left(\frac{\tilde\rho ge}{2}-\frac{S_{\rm eq}}e\right).$$

One term has been left out. The floating oil displaces its own weight of water, so it raises the water level in the dish by $w=\rho_oH/\rho_w$, which adds $\rho_wgw^2/2$ per area. This depends only on the amount of oil and not on how it is spread, so it does not affect the comparison. For a fully covered dish it restores the total gravitational energy to $\rho_ogH^2/2$.

Setting the derivative with respect to $e$ to zero gives $e=\sqrt{-2S_{\rm eq}/(\tilde\rho g)}=1.90$ mm. For $H=0.50$ mm the pool covers 26% of the dish. Its energy, $-0.88$ mJ/m², lies below the $+0.13$ mJ/m² of a uniform layer. These figures are limits for a very wide dish. With the tapered edge of the pool included, a dish 10 cm across has about 34% covered and an energy near $-0.69$ mJ/m², and a dish 5 cm across about 42% and $-0.49$ mJ/m²; the pool still wins. If $H$ exceeds 1.90 mm the dish is covered, but by gravity and not by complete wetting.

## The real case

The tensions, densities and molecular volume are rough values for benzene on water at room temperature, a system whose initial coefficient is positive and whose equilibrium coefficient is slightly negative. The Hamaker constant is an assumed round value, and the three model lengths were chosen to place the example in that regime, so the value $-1.87$ mN/m is not a prediction for benzene. Varying each length by 20% either way, in all combinations, moves it between $-2.7$ and $-1.1$ mN/m. A simple Lifshitz estimate for benzene between air and water gives a larger $A$, about $1.5$ to $2.1\times10^{-20}$ J, which with the original lengths would give between $-2.3$ and about $-3$ mN/m. An allowance of 0.5 mN/m for saturation effects or errors in each of the three tensions changes $S_i$ by at most 1.5 mN/m. It changes the model's $S_{\rm eq}$ by less, because $S_i$ enters $W$ with the factor $e^{-h/\lambda}<1$. Within the model the sign cannot reverse, since for constant $A>0$ the minimum of $W$ is always negative.

The film holds one molecule per 0.52 nm², so it is an adsorbed layer rather than a slab of liquid, and a smooth $W(h)$ is a crude description of it. The shape of the isotherm is not that of benzene either. In the dilute limit the model's ratio of $\Gamma$ to the number density of the vapour is 30 µm, far above the value of roughly 0.5 µm measured for benzene on water. The table and the threshold $x=0.73$ belong to the model only. The general relation between $S_i$, $\pi_e$ and $S_{\rm eq}$ does not depend on that description.

The assumption of saturation is easily broken. With a rough solubility of 1.8 g/L, 0.1 L of fresh water can dissolve 0.18 g of oil, about 0.2 mL. The 0.1 µL lens would vanish into it. Evaporation is as serious: at a vapour pressure of about 95 Torr, a fraction of a millilitre of oil-free air can take up the whole lens. To observe the equilibrium lens, one must saturate both the water and the air above it beforehand, and keep the vessel closed.

Numbers in the example were calculated in double precision.
